# Bir–Pikus strain Hamiltonian of the fourfold valence edge and its stress splittings, part 2

We study how strain shifts and splits the valence edge at $\mathbf k=0$ of a semiconductor with the diamond or zinc-blende structure. The edge consists of four $\Gamma_8$ states, labelled by $m=\pm\tfrac32,\pm\tfrac12$. Energies are electron energies, so the highest level is the valence edge. The split-off doublet, lower by the spin-orbit gap $\Delta_0$, is ignored until part (k).

The axes $x,y,z$ are the cube axes, and $\varepsilon_{xy}$ is half the engineering shear angle. The $J_i$ are the $J=\tfrac32$ matrices in units of $\hbar$, with $J^2=\tfrac{15}4$, in the basis of states built from orbitals that transform like the coordinates. Also $\{A,B\}=\tfrac12(AB+BA)$.

To first order in strain, cubic rotations allow four terms and time reversal leaves three, with deformation potentials $a$, $b$, $d$:

$$H=a\operatorname{Tr}\varepsilon-b\sum_i\left(J_i^2-\tfrac13J^2\right)\varepsilon_{ii}-\frac{2d}{\sqrt3}\sum_{i<j}\{J_i,J_j\}\varepsilon_{ij}.\tag{4}$$

The $b$ term couples to strain of type $\Gamma_3$ (differences of the diagonal strains), the $d$ term to type $\Gamma_5$ (shear strains).

Equivalently, $H-a\operatorname{Tr}\varepsilon=-\sum_kv_kG_k$, with

$$G_1=J_z^2-\tfrac54,\quad G_2=\frac{J_x^2-J_y^2}{\sqrt3},\quad G_3=\frac{2}{\sqrt3}\{J_y,J_z\},\quad G_4=\frac{2}{\sqrt3}\{J_z,J_x\},\quad G_5=\frac{2}{\sqrt3}\{J_x,J_y\},$$

$$v_1=b\left(\varepsilon_{zz}-\tfrac12(\varepsilon_{xx}+\varepsilon_{yy})\right),\quad v_2=\tfrac{\sqrt3}{2}b(\varepsilon_{xx}-\varepsilon_{yy}),\quad (v_3,v_4,v_5)=d(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy}).\tag{5}$$

The $G_k$ are traceless, anticommute and square to one, so the levels are two doublets at $a\operatorname{Tr}\varepsilon\pm\sqrt{\sum_kv_k^2}$.

The example uses round model parameters that stand for no particular material: $a=1$ eV, $b=-2$ eV, $d=-5$ eV, stiffnesses $C_{11}=120$, $C_{12}=50$ and $C_{44}=60$ GPa, and $\Delta_0=0.4$ eV. The stress is $X=-0.5$ GPa; tension counts as positive, so this is a compression. Sums are formed before rounding. The full numerical output follows the text.

### (f) Which strains does a uniaxial stress along $[001]$ or $[111]$ produce?

**Solution.** A uniaxial stress $X$ along the unit vector $\mathbf n$ is $\sigma_{ij}=Xn_in_j$. In a cubic crystal Hooke's law reads

$$\varepsilon_{xx}=S_{11}\sigma_{xx}+S_{12}(\sigma_{yy}+\sigma_{zz}),\qquad 2\varepsilon_{xy}=S_{44}\sigma_{xy},$$

and cyclic. The factor 2 appears because $S_{44}$ refers to the engineering shear. The inverse law, $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$ and $\sigma_{xy}=2C_{44}\varepsilon_{xy}$, gives $\sigma_{xx}-\sigma_{yy}=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{yy})$ and $\operatorname{Tr}\sigma=(C_{11}+2C_{12})\operatorname{Tr}\varepsilon$. Therefore

$$S_{11}-S_{12}=\frac1{C_{11}-C_{12}},\qquad S_{11}+2S_{12}=\frac1{C_{11}+2C_{12}},\qquad S_{44}=\frac1{C_{44}} .$$

For $[001]$ the one nonzero stress component is $\sigma_{zz}=X$, so

$$\varepsilon_{zz}=S_{11}X,\quad \varepsilon_{xx}=\varepsilon_{yy}=S_{12}X,\quad \varepsilon_{zz}-\varepsilon_{xx}=(S_{11}-S_{12})X,\quad \text{no shear}.$$

For $[111]$ every component $\sigma_{ij}$ equals $X/3$, so

$$\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{zz}=\frac{(S_{11}+2S_{12})X}{3},\qquad \varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\frac{S_{44}X}{6}.$$

In both cases $\operatorname{Tr}\varepsilon=(S_{11}+2S_{12})X$.

With the model parameters, $S_{11}-S_{12}=1/70=0.014286\ \text{GPa}^{-1}$ and $S_{44}=1/60=0.016667\ \text{GPa}^{-1}$. The $[001]$ stress gives $\varepsilon_{zz}-\varepsilon_{xx}=-0.007143$, and the $[111]$ stress gives $\varepsilon_{xy}=-0.001389$. The trace is $-0.5/220=-0.002273$, so both directions share the shift $a\operatorname{Tr}\varepsilon=-2.3$ meV.

### (g) Find the levels and the splitting for stress along $[001]$.

**Solution.** The $d$ term vanishes because there is no shear. In the $b$ term, $\varepsilon_{xx}=\varepsilon_{yy}$ multiplies

$$\left(J_x^2-\tfrac54\right)+\left(J_y^2-\tfrac54\right)=\tfrac{15}{4}-J_z^2-\tfrac52=-\left(J_z^2-\tfrac54\right).$$

Hence

$$H=a\operatorname{Tr}\varepsilon-b(\varepsilon_{zz}-\varepsilon_{xx})\left(J_z^2-\tfrac54\right).$$

This is diagonal in $m$, the projection of $\mathbf J$ on the stress axis. The last bracket is $\tfrac94-\tfrac54=1$ for $m=\pm\tfrac32$ and $\tfrac14-\tfrac54=-1$ for $m=\pm\tfrac12$. With the strain from (f),

$$\Delta_{001}\equiv E(\pm\tfrac32)-E(\pm\tfrac12)=-2b\,(S_{11}-S_{12})\,X .\tag{7}$$

In the example $-b(\varepsilon_{zz}-\varepsilon_{xx})=2\ \text{eV}\times(-0.007143)=-14.3$ meV. The levels are

$$E(\pm\tfrac32)=-2.3-14.3=-16.6\ \text{meV},\qquad E(\pm\tfrac12)=-2.3+14.3=12.0\ \text{meV},$$

and $\Delta_{001}=-28.6$ meV. For negative $b$, compression along the axis puts the $m=\pm\tfrac12$ doublet at the valence edge, and tension puts $m=\pm\tfrac32$ there.

A thin $(001)$ film compressed in its plane behaves in the opposite way to a bar compressed along $[001]$. Its free surface requires $\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx}=0$, so

$$\varepsilon_{zz}-\varepsilon_{xx}=-\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon_{xx}.$$

For $\varepsilon_{xx}<0$ and positive stiffnesses this is positive, and with $b<0$ the $m=\pm\tfrac32$ doublet is uppermost. The order of the doublets follows the sign of $\varepsilon_{zz}-\varepsilon_{xx}$, not the sign of the volume change.

The size of the splitting yields $|b|$ once the elastic constants are known. Within the four-band form, the sign of $b$ requires in addition that the two doublets be identified.

### (h) Find the levels and the splitting for stress along $[111]$.

**Solution.** The diagonal strains are equal, and $\sum_i(J_i^2-\tfrac13J^2)=0$, so the $b$ term vanishes. The three shear strains are equal too, so the sum of the three symmetrized products is needed. Let $J_n=(J_x+J_y+J_z)/\sqrt3$ be the projection on the stress axis. Squaring the sum gives

$$3J_n^2=J^2+2\sum_{i<j}\{J_i,J_j\}\quad\Longrightarrow\quad \sum_{i<j}\{J_i,J_j\}=\tfrac12\left(3J_n^2-\tfrac{15}{4}\right)=\tfrac32\left(J_n^2-\tfrac54\right).$$

Inserted in (4), with $\frac{2}{\sqrt3}\cdot\frac32=\sqrt3$, this gives

$$H=a\operatorname{Tr}\varepsilon-\sqrt3\,d\,\varepsilon_{xy}\left(J_n^2-\tfrac54\right).$$

The matrix $J_n$ has the same eigenvalues as $J_z$. With $m$ now counted along $[111]$, the last bracket is again $+1$ for $m=\pm\tfrac32$ and $-1$ for $m=\pm\tfrac12$. Since $\varepsilon_{xy}=S_{44}X/6$,

$$\Delta_{111}\equiv E(\pm\tfrac32)-E(\pm\tfrac12)=-2\sqrt3\,d\,\frac{S_{44}X}{6}=-\frac{d}{\sqrt3}\,S_{44}\,X .\tag{8}$$

In the example $-\sqrt3\,d\,\varepsilon_{xy}=1.732\times5\ \text{eV}\times(-0.001389)=-12.0$ meV. The levels are $E(\pm\tfrac32)=-14.3$ meV and $E(\pm\tfrac12)=9.8$ meV, and $\Delta_{111}=-24.1$ meV.

The two directions isolate the two constants for a reason visible in (f). Stress along a cube axis produces no strain of type $\Gamma_5$, and stress along a body diagonal produces none of type $\Gamma_3$.

### (i) What happens for stress along $[110]$, and is $m$ along the stress axis still a good quantum number?

**Solution.** The nonzero stress components are $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=X/2$. Then $\varepsilon_{xx}=\varepsilon_{yy}=\tfrac12(S_{11}+S_{12})X$, $\varepsilon_{zz}=S_{12}X$ and $\varepsilon_{xy}=\tfrac14S_{44}X$, so that

$$\varepsilon_{zz}-\varepsilon_{xx}=-\tfrac12(S_{11}-S_{12})X .$$

From (5), with (7) and (8) used to eliminate the strains,

$$v_1=-\tfrac12b(S_{11}-S_{12})X=\tfrac14\Delta_{001},\qquad v_5=\tfrac14d\,S_{44}X=-\tfrac{\sqrt3}{4}\Delta_{111},$$

and the other $v_k$ vanish. The splitting is $\Delta_{110}=2\sqrt{v_1^2+v_5^2}$, or

$$\Delta_{110}^2=\tfrac14\Delta_{001}^2+\tfrac34\Delta_{111}^2 .\tag{9}$$

Both $b$ and $d$ enter. Numerically, $\sqrt{28.571^2/4+3\times24.056^2/4}=25.3$ meV. Relation (9) contains no adjustable quantity, so three splittings at equal stress must obey it wherever the linear four-band description holds. The converse is not true. If $\Delta_{001}=\Delta_{111}$, the strain term of the six-band model of (k) has the same form about all three axes, so the three splittings stay equal and (9) holds at any stress, however large the correction from the split-off doublet. When the two are merely close, as in the example, (9) responds only weakly to that correction; the dependence on the size and sign of the stress is the sharper test.

For the quantum number, take $J_n=(J_x+J_y)/\sqrt2$. Then $J_n^2=\tfrac12(J_x^2+J_y^2)+\{J_x,J_y\}$, and

$$J_n^2-\tfrac54=-\tfrac12G_1+\tfrac{\sqrt3}{2}G_5,\qquad H-a\operatorname{Tr}\varepsilon=\tfrac12\left[-\tfrac12\Delta_{001}G_1+\tfrac{\sqrt3}{2}\Delta_{111}G_5\right].$$

The two are proportional when $\Delta_{001}=\Delta_{111}$, and $m$ is then sharp. To treat the general case, note that the projector on the upper doublet is $P=\tfrac12\left[1+(H-a\operatorname{Tr}\varepsilon)/(\tfrac12\Delta_{110})\right]$. Because $\operatorname{Tr}(G_kG_l)=4\delta_{kl}$, the mean of $G_k$ in this doublet, $\tfrac12\operatorname{Tr}(PG_k)$, is the coefficient of $G_k$ in $H$ divided by $\tfrac12\Delta_{110}$. Therefore

$$\langle J_n^2\rangle-\tfrac54=\frac{\tfrac18\Delta_{001}+\tfrac38\Delta_{111}}{\tfrac12\Delta_{110}}=\frac{\Delta_{001}+3\Delta_{111}}{4\Delta_{110}} .$$

A sharp $m$ needs the value $+1$ or $-1$. Setting the square of the numerator equal to $16\Delta_{110}^2=4\Delta_{001}^2+12\Delta_{111}^2$ gives $3(\Delta_{001}-\Delta_{111})^2=0$. Equality of the two splittings is thus necessary as well as sufficient.

In the example $\langle J_n^2\rangle=1.25-100.74/101.04=0.253$, against $0.25$ for pure $m=\pm\tfrac12$. With $r=\Delta_{111}/\Delta_{001}$ the formula gives $\left(\langle J_n^2\rangle-\tfrac54\right)^2=1-\frac{3(r-1)^2}{4(1+3r^2)}$, so the admixture is of second order in the mismatch of the two splittings. Here $r=0.84$, and even $r=2$ would give only $\langle J_n^2\rangle=0.28$.

### (j) What do $b$ and $d$ mean for valence states built from $p$ orbitals?

**Solution.** Let the edge derive from three orbitals $X,Y,Z$ that transform like the coordinates, and let strain act on the orbitals but not on the spin. Cubic symmetry then allows three constants:

$$\langle X|H|X\rangle=p_1\varepsilon_{xx}+p_2(\varepsilon_{yy}+\varepsilon_{zz}),\qquad \langle X|H|Y\rangle=p_3\varepsilon_{xy},$$

and cyclic. The orbital momentum matrices are $(L_i)_{jk}=-i\epsilon_{ijk}$, where $\epsilon_{ijk}$ is the antisymmetric symbol. Their products are $(L_iL_j)_{kl}=\delta_{ij}\delta_{kl}-\delta_{il}\delta_{jk}$, which gives

$$|X\rangle\langle X|=1-L_x^2,\qquad |X\rangle\langle Y|+|Y\rangle\langle X|=-2\{L_x,L_y\}.$$

The diagonal part of $H$ is $\sum_i(1-L_i^2)\left[p_2\operatorname{Tr}\varepsilon+(p_1-p_2)\varepsilon_{ii}\right]$. With $L^2=2$ one has $\sum_i(1-L_i^2)=1$, and $1-L_i^2=\tfrac13-(L_i^2-\tfrac23)$. Hence

$$H=\frac{p_1+2p_2}{3}\operatorname{Tr}\varepsilon-(p_1-p_2)\sum_i\left(L_i^2-\tfrac23\right)\varepsilon_{ii}-2p_3\sum_{i<j}\{L_i,L_j\}\varepsilon_{ij}.$$

Within $J=\tfrac32$ the rank-2 operators built from $\mathbf L$ are proportional to those built from $\mathbf J$, by the Wigner–Eckart theorem. The factor follows from the state $m=\tfrac32$, which has $L_z=1$: there $L_z^2-\tfrac23=\tfrac13$ and $J_z^2-\tfrac54=1$. The factor is $\tfrac13$, and comparison with (4) gives

$$a=\frac{p_1+2p_2}{3},\qquad b=\frac{p_1-p_2}{3},\qquad d=\frac{p_3}{\sqrt3} .$$

In this model $b$ measures how differently an orbital responds to stretching along its own axis and across it, and $d$ measures how strongly shear mixes two orbitals. A strain dependence of the spin-orbit coupling would alter these relations but not the form (4), which rests on symmetry alone.

### (k) How does the split-off doublet correct the splittings, and when does the four-band result fail?

**Solution.** In the same model add the spin-orbit term $\tfrac13\Delta_0(\mathbf L\cdot\boldsymbol\sigma-1)$. Since $\mathbf L\cdot\boldsymbol\sigma=J^2-L^2-S^2$ equals $1$ for $J=\tfrac32$ and $-2$ for $J=\tfrac12$, the two multiplets lie at $0$ and $-\Delta_0$.

For stress along $[001]$ or $[111]$, let $D$ be the four-band energy of $m=\pm\tfrac32$ measured from $a\operatorname{Tr}\varepsilon$; it is half of (7) or (8). The steps of (g) and (h), repeated with $\mathbf L$ in place of $\mathbf J$ and the coefficients $3b$ and $2\sqrt3\,d$, give the strain term $3D(L_n^2-\tfrac23)$ in both cases. It equals $D$ for orbital projection $\pm1$ and $-2D$ for projection $0$.

There is one state with $m=\tfrac32$, and its energy remains $D$. For $m=\tfrac12$ there are two:

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0\uparrow\rangle+\sqrt{\tfrac13}\,|1\downarrow\rangle,\qquad |\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,|0\uparrow\rangle-\sqrt{\tfrac23}\,|1\downarrow\rangle .$$

The strain elements are $\tfrac23(-2D)+\tfrac13D=-D$ in the first state, $\tfrac13(-2D)+\tfrac23D=0$ in the second, and $\tfrac{\sqrt2}{3}(-2D)-\tfrac{\sqrt2}{3}D=-\sqrt2\,D$ between them. The secular equation $(-D-E)(-\Delta_0-E)=2D^2$ has the upper root

$$E=\tfrac12\left[-D-\Delta_0+\sqrt{(\Delta_0-D)^2+8D^2}\right]\approx-D+\frac{2D^2}{\Delta_0}\qquad(|D|\ll\Delta_0).$$

The split-off doublet lies below and pushes the $m=\pm\tfrac12$ level up, so that

$$E(\pm\tfrac32)-E(\pm\tfrac12)\approx2D-\frac{2D^2}{\Delta_0}.\tag{10}$$

For $[001]$, $D=-14.286$ meV, and the correction is $-2\times14.286^2/400=-1.02$ meV. Equation (10) gives $-29.59$ meV, and diagonalization of the six-band model gives $-29.55$ meV. For $[111]$ the correction is $-0.72$ meV and the six-band splitting is $-24.76$ meV. In magnitude the six-band splittings exceed the four-band ones by 3.4% and 2.9% of the latter. If these six-band splittings were read with (7) and (8), $|b|$ and $|d|$ would come out too large by these fractions. Under a tension of the same size $D$ is positive, the correction in (10) reduces the splitting, and both would come out too small. The quadratic term in (10) keeps its sign when the stress is reversed, so the difference of the signed splittings at $X$ and $-X$ is free of it.

At large strain of the sign that makes $D$ positive, the linear law fails qualitatively. For $D\gg\Delta_0$ the root is approximately $3D-\tfrac13\Delta_0$, and $E(\pm\tfrac12)\approx D-\tfrac23\Delta_0$. The splitting then saturates at $\tfrac23\Delta_0$, because the strain selects the orbital pair of projection $\pm1$ and spin-orbit coupling alone separates its states. This limit belongs to the six-band model with linear strain terms; a real crystal may leave the linear regime first.

The four-band results (7) and (8) therefore hold at $\mathbf k=0$, to first order in strain, for $|D|\ll\Delta_0$, and without magnetic order or field. Away from $\mathbf k=0$ the band dispersion must be added to (4), and for a general direction of $\mathbf k$ it mixes the doublets.

## Computed results

```
Invariants, cubic rotations only: 4
Invariants, with time reversal: 3
Invariants, full rotations and time reversal: 2
a = 1.0 eV, b = -2.0 eV, d = -5.0 eV
C11 = 120 GPa, C12 = 50 GPa, C44 = 60 GPa
Stress X = -0.50 GPa (negative: compression)
Spin-orbit gap Delta0 = 0.40 eV
S11 = 0.011039 1/GPa
S12 = -0.003247 1/GPa
S11 - S12 = 0.014286 1/GPa
S44 = 0.016667 1/GPa
Trace of strain, both axes = -0.002273
Common shift a Tr(eps) = -2.273 meV
[001] eps_xx = 0.001623
[001] eps_zz = -0.005519
[001] eps_zz - eps_xx = -0.007143
[111] eps_xx = -0.000758
[111] eps_xy = -0.001389
[001] E(3/2) = -16.558 meV
[001] E(1/2) = 12.013 meV
[001] E(3/2)-E(1/2), four-band = -28.571 meV
[001] second-order term -2D^2/Delta0 = -1.020 meV
[001] E(3/2)-E(1/2), six-band = -29.554 meV
[111] E(3/2) = -14.301 meV
[111] E(1/2) = 9.755 meV
[111] E(3/2)-E(1/2), four-band = -24.056 meV
[111] second-order term -2D^2/Delta0 = -0.723 meV
[111] E(3/2)-E(1/2), six-band = -24.757 meV
[110] splitting, four-band = 25.261 meV
[110] mean J_n^2 in upper doublet = 0.2530
```
